# Hartree-Fock kernel of the Bethe-Salpeter equation and linearized time-dependent Hartree-Fock, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the self-energy to a closed response equation

Electrons with one-body Hamiltonian $h$ repel each other through the Coulomb interaction. A weak external potential changes the one-particle Green's function. That change alters the mean field, which acts back on the Green's function. This problem derives the equation for the self-consistent response in the Hartree-Fock approximation and compares it with the motion of a determinant.

Atomic units are used. The label $1$ stands for $(x_1,t_1)$, where $x$ contains position and spin, and $\int d1$ includes the spin sum. The interaction is $v(1,2)=\delta(t_1-t_2)/|\mathbf r_1-\mathbf r_2|$, also written $v(x_1,x_2)$ without its time delta function. The label $1^+$ means a time infinitesimally later than $t_1$. The Green's function is

$$G(1,2)=-i\langle T\,\psi(1)\psi^\dagger(2)\rangle .$$

The unperturbed state is a stationary Hartree-Fock determinant with integer occupations and a gap between occupied and empty orbitals. The external potential $\varphi(1,2)$ may be nonlocal in space and, for the moment, in time.

### (a) How does $G$ respond to $\varphi$?

The Dyson equation is $G^{-1}=G_0^{-1}-\varphi-\Sigma[G]$, where $\Sigma$ includes the Hartree potential and $G_0$ belongs to $h$ alone. Find the equation obeyed by $L(12;34)=\delta G(1,2)/\delta\varphi(3,4)$ at $\varphi=0$.

*Solution.* Vary the identity $G^{-1}G=1$:

$$(\delta G^{-1})\,G+G^{-1}\,\delta G=0
\quad\Rightarrow\quad \delta G=-G\,(\delta G^{-1})\,G .$$

Since $G_0$ does not depend on $\varphi$, $\delta G^{-1}=-\delta\varphi-\delta\Sigma$. The two minus signs cancel:

$$\delta G(1,2)=\int d5\,d6\;G(1,5)\,[\delta\varphi(5,6)+\delta\Sigma(5,6)]\,G(6,2).\tag{1}$$

The self-energy changes only because $G$ changes. The chain rule therefore gives

$$\delta\Sigma(5,6)=\int d7\,d8\;\Xi(56;78)\,\delta G(7,8),\qquad
\Xi(56;78)=\frac{\delta\Sigma(5,6)}{\delta G(7,8)} .$$

Divide (1) by $\delta\varphi(3,4)$. In the first term $\delta\varphi(5,6)/\delta\varphi(3,4)=\delta(5,3)\delta(6,4)$, so

$$L(12;34)=G(1,3)G(4,2)+\int d5\,d6\,d7\,d8\;G(1,5)G(6,2)\,\Xi(56;78)\,L(78;34).\tag{2}$$

This is the Bethe-Salpeter equation. Its first term, $L_0(12;34)=G(1,3)G(4,2)$, is the response at fixed self-energy. The second term contains the reaction of the mean field. If $\Sigma$ did not depend on $G$, $L$ would equal $L_0$.

### (b) What are the two self-energies as functionals of $G$?

Use the equation of motion of $\psi$ and the factorization of averages in a determinant.

*Solution.* The Heisenberg equation without external potential is

$$i\partial_{t_1}\psi(1)=h\,\psi(1)+\int d3\;v(1,3)\,\psi^\dagger(3)\psi(3)\psi(1).$$

Differentiating the time ordering in $G$ produces a delta function from the anticommutator. Hence

$$(i\partial_{t_1}-h)G(1,2)=\delta(1,2)-i\int d3\,v(1,3)\,
\langle T\,\psi^\dagger(3^+)\psi(3)\psi(1)\psi^\dagger(2)\rangle .$$

The Hartree-Fock approximation enters here: the state is taken to be a determinant and the operators are taken to evolve under its one-body mean field, so the four-operator average becomes a sum of products of pair averages. For the fully interacting evolution this factorization is not exact. Pairing the first operator with the second and the third with the fourth gives a plus sign. Pairing the first with the third and the second with the fourth requires one interchange and gives a minus sign. With the density matrix

$$\gamma(x_1,x_3)=\langle\psi^\dagger(x_3)\psi(x_1)\rangle,\qquad n(x)=\gamma(x,x),$$

and $\langle T\psi(1)\psi^\dagger(2)\rangle=iG(1,2)$, the average becomes

$$n(x_3)\,iG(1,2)-\gamma(x_1,x_3)\,iG(3,2).$$

The prefactor $-i$ turns each $i$ into $1$. The interaction term is therefore

$$\int d3\,v(1,3)\,[\,n(x_3)G(1,2)-\gamma(x_1,x_3)G(3,2)\,]
=\int d3\,\Sigma(1,3)G(3,2).$$

Reading off $\Sigma$ gives a local potential $\int v\,n$ and a nonlocal potential $-v\gamma$. To express them through $G$, note that in $G(1,2^+)$ at $t_1=t_2$ the operator $\psi^\dagger$ is the later one. Time ordering moves it to the left with a minus sign:

$$G(1,2^+)=-i\,(-1)\,\gamma(x_1,x_2)=i\gamma(x_1,x_2)
\quad\Rightarrow\quad \gamma=-iG .$$

Therefore

$$\Sigma_H(1,2)=-i\,\delta(1,2)\int d3\,v(1,3)\,G(3,3^+),\qquad
\Sigma_F(1,2)=i\,v(1,2)\,G(1,2^+).\tag{3}$$

The opposite signs come from the interchange of two fermion operators. The same factorization applies when a one-body potential acts at one time, because a determinant then evolves into a determinant under its mean field. For a potential with memory the state need not remain a determinant, and (3) is taken as the definition of the approximation.

### (c) What kernel follows from these functionals?

Differentiate (3), keeping the time labels, and find the symmetry that relates the two terms.

*Solution.* Treat all values of $G(7,8)$ as independent variables. For the Hartree term, $\delta G(3,3^+)/\delta G(7,8)=\delta(3,7)\delta(3^+,8)$, and the integral over $3$ sets $3=7$:

$$\frac{\delta\Sigma_H(5,6)}{\delta G(7,8)}=-i\,\delta(5,6)\,\delta(7^+,8)\,v(5,7).$$

For the Fock term there is no integral to perform:

$$\frac{\delta\Sigma_F(5,6)}{\delta G(7,8)}=i\,v(5,6)\,\delta(5,7)\,\delta(6^+,8).$$

The sum is

$$\Xi(56;78)=-i\big[\delta(5,6)\delta(7^+,8)v(5,7)-\delta(5,7)\delta(6^+,8)v(5,6)\big].\tag{4}$$

Interchanging $6$ and $7$ turns the first product in brackets into the second. Hence $\Xi(57;68)=-\Xi(56;78)$. The kernel is the bare interaction antisymmetrized in two of its fermion labels. All four times coincide apart from the infinitesimal ordering, because $v$ is instantaneous and (3) contains $G$ at equal times only.

### (d) What does the kernel look like in an orbital basis?

Use orthonormal Hartree-Fock spin orbitals $\phi_p$, with $\psi(x)=\sum_p\phi_p(x)c_p$. Give the physical meaning of the two terms.

*Solution.* Define

$$\gamma_{rs}=\langle c_s^\dagger c_r\rangle,\qquad
(pq|rs)=\int dx\,dx'\,\phi_p^*(x)\phi_q(x)\,v(x,x')\,\phi_r^*(x')\phi_s(x').$$

Then $\gamma(x,x')=\sum_{rs}\phi_r(x)\gamma_{rs}\phi_s^*(x')$. The Hartree matrix element is

$$\int dx\,dx'\,\phi_p^*(x)\phi_q(x)\,v(x,x')\sum_{rs}\phi_s^*(x')\phi_r(x')\gamma_{rs}
=\sum_{rs}(pq|sr)\gamma_{rs}.$$

In the Fock element, $\phi_r$ carries the coordinate $x$ of $\phi_p^*$, and $\phi_s^*$ carries the coordinate $x'$ of $\phi_q$:

$$-\int dx\,dx'\,\phi_p^*(x)\,v(x,x')\sum_{rs}\phi_r(x)\gamma_{rs}\phi_s^*(x')\,\phi_q(x')
=-\sum_{rs}(pr|sq)\gamma_{rs}.$$

The self-energy is linear in $\gamma$, so

$$\delta\Sigma_{pq}=\sum_{rs}K_{pq,rs}\,\delta\gamma_{rs},\qquad
K_{pq,rs}=(pq|sr)-(pr|sq)=\langle ps\|qr\rangle .\tag{5}$$

Here $\langle ps|qr\rangle=(pq|sr)$, and the double bar denotes subtraction of the term with $q$ and $r$ interchanged. Since $\delta\gamma=-i\,\delta G$, the kernel with respect to $G$ is $-iK$, in agreement with (4).

Antisymmetry has a direct consequence. For one electron in an orbital $u$, $\gamma(x,x')=u(x)u^*(x')$, and

$$(\Sigma u)(x)=\int dx'\,v(x,x')\big[|u(x')|^2u(x)-u(x)u^*(x')u(x')\big]=0 .$$

The electron does not act on itself.

For an empty orbital $a$ and an occupied orbital $i$, the diagonal element is $K_{ai,ai}=(ai|ia)-(aa|ii)$. The first term, from the Hartree potential, is the Coulomb self-energy of the transition density $\phi_a^*\phi_i$. It cannot be negative, because the Fourier transform of the Coulomb interaction is positive. The second term, from the Fock potential, is minus the repulsion between the densities of $a$ and $i$. It is the attraction between the excited electron and the hole.

### (e) When does the four-point equation close on the density matrix?

Let the perturbation act at one time, $\delta\varphi(5,6)=\delta\varphi(x_5,x_6,t_5)\,\delta(t_5-t_6)$. Derive an equation for $\delta\gamma(\omega)=\int dt\,e^{i\omega t}\delta\gamma(t)$.

*Solution.* By (5), $\delta\Sigma$ also acts at one time and depends on $\delta\gamma$ at that same time. Write $U=\delta\varphi+K\delta\gamma$ for the total change of potential. In the Hartree-Fock basis $G_{pq}=\delta_{pq}G_p$, so the equal-time part of (1), multiplied by $-i$, is

$$\delta\gamma_{pq}(t)=\int dt'\,P_{pq}(t-t')\,U_{pq}(t'),\qquad
P_{pq}(\tau)=-i\,G_p(\tau)\,G_q(-\tau).$$

With orbital energies $\varepsilon_p$ and occupations $f_p$ equal to $0$ or $1$,

$$G_p(\tau)=-i\,e^{-i\varepsilon_p\tau}\,[\theta(\tau)(1-f_p)-\theta(-\tau)f_p].$$

For $\tau>0$ the factors are $(-i)(-i)(+i)=-i$, with $p$ empty and $q$ occupied. For $\tau<0$ they are $(-i)(+i)(-i)=-i$, with $p$ occupied and $q$ empty. Thus

$$P_{pq}(\tau)=-i\,e^{-i(\varepsilon_p-\varepsilon_q)\tau}
\,[\theta(\tau)(1-f_p)f_q+\theta(-\tau)f_p(1-f_q)].$$

A factor $e^{-\eta|\tau|}$ with small positive $\eta$ makes the Fourier integrals converge. They are

$$-i\int_0^\infty d\tau\,e^{i(\omega-\varepsilon_p+\varepsilon_q+i\eta)\tau}
=\frac{1}{\omega-\varepsilon_p+\varepsilon_q+i\eta},$$

$$-i\int_{-\infty}^0 d\tau\,e^{i(\omega-\varepsilon_p+\varepsilon_q-i\eta)\tau}
=\frac{-1}{\omega-\varepsilon_p+\varepsilon_q-i\eta}.$$

For integer occupations, the numerators combine into $(1-f_p)f_q-f_p(1-f_q)=f_q-f_p$. Both kinds of pair are described by one rational function of complex frequency, and the equation closes:

$$\delta\gamma_{pq}=\Pi_{pq}(\omega)\Big[\delta\varphi_{pq}+\sum_{rs}K_{pq,rs}\delta\gamma_{rs}\Big],\qquad
\Pi_{pq}(\omega)=\frac{f_q-f_p}{\omega-\varepsilon_p+\varepsilon_q}.\tag{6}$$

On the real axis, the time-ordered function takes $\omega+i\eta$ in particle-hole pairs ($p$ empty, $q$ occupied) and $\omega-i\eta$ in hole-particle pairs. The closure rests on the fact that $\Sigma$ depends on $G$ only at equal times. A self-energy that used $G(t,t')$ at separated times would require the response at separated times as well.

### (f) Is the rest of the four-time function lost?

Allow $\delta\varphi(t_5,t_6)$ to have memory. Express $L$ through the equal-time response $R$, defined by $\delta\gamma=R\,\delta\varphi$ for potentials that act at one time.

*Solution.* Treat $K$, $\Pi$ and $R$ as matrices in the space of orbital pairs. Equation (6) gives $R=(1-\Pi K)^{-1}\Pi$.

For a potential with memory, first calculate the response at fixed self-energy:

$$\delta\gamma^{(0)}_{pq}(t)=-i\int dt_5\,dt_6\,G_p(t-t_5)\,\delta\varphi_{pq}(t_5,t_6)\,G_q(t_6-t).\tag{7}$$

The induced self-energy still acts at one time, so $\delta\gamma=\delta\gamma^{(0)}+\Pi K\delta\gamma$. The identity $(1-M)^{-1}=1+(1-M)^{-1}M$ with $M=\Pi K$ then gives

$$\delta\gamma=(1-\Pi K)^{-1}\delta\gamma^{(0)}=\delta\gamma^{(0)}+RK\,\delta\gamma^{(0)} .$$

Insert $\delta\Sigma=K\delta\gamma=(K+KRK)\delta\gamma^{(0)}$ into (1). Since $\delta\gamma^{(0)}=-i[L_0\delta\varphi]_{t,t^+}$,

$$L=L_0+L_0\,(K+KRK)\,(-i)\,[L_0]_{t,t^+},\tag{8}$$

where the last factor is taken at equal output times. All other time arguments enter through the known $L_0$, so $R$ fixes the whole four-time function.

Memory does add one feature. If $p$ and $q$ are both occupied, (7) requires $t_5>t$ and $t_6<t$. A potential with $t_5=t_6$ cannot satisfy both conditions, but one with memory can. It therefore changes the occupied-occupied block of $\gamma$. The same argument with reversed inequalities applies to two empty orbitals.

## Second half: the moving determinant, its poles and a test on F₂

The symbols carried over are these. Orbitals $i,j$ are occupied, $a,b$ are empty, and $p,q,r,s$ are arbitrary. The density matrix is $\gamma_{pq}=\langle c_q^\dagger c_p\rangle$. The Hartree-Fock kernel is $K_{pq,rs}=(pq|sr)-(pr|sq)$, with $\delta\Sigma=K\delta\gamma$. For a potential acting at one time, the Bethe-Salpeter equation has closed on

$$\delta\gamma_{pq}=\frac{f_q-f_p}{\omega-\varepsilon_p+\varepsilon_q}
\,[\delta\varphi+K\delta\gamma]_{pq}.\tag{6}$$

Its solution is $\delta\gamma=R\,\delta\varphi$, and $R$ fixes the full four-time function through (8).

### (g) How does a weakly perturbed determinant move?

Derive the equation of motion of $\gamma$ in time-dependent Hartree-Fock (TDHF), linearize it, and compare the result with (6).

*Solution.* Each occupied orbital obeys $i\partial_t|\phi_i\rangle=F|\phi_i\rangle$ with $F=h+\varphi+\Sigma[\gamma]$. The density matrix is $\gamma=\sum_i|\phi_i\rangle\langle\phi_i|$. Differentiating both factors, with $-i\partial_t\langle\phi_i|=\langle\phi_i|F$, gives

$$i\dot\gamma=F\gamma-\gamma F=[\,h+\varphi+\Sigma[\gamma],\gamma\,].\tag{9}$$

In the stationary state, $F_0$ has the diagonal elements $\varepsilon_p$ and $\gamma_0$ has the diagonal elements $f_p$. Set $\gamma=\gamma_0+\delta\gamma$ and keep first-order terms:

$$i\,\delta\dot\gamma=[F_0,\delta\gamma]+[\delta\varphi+K\delta\gamma,\gamma_0].$$

The $pq$ element of the first commutator is $(\varepsilon_p-\varepsilon_q)\delta\gamma_{pq}$. That of the second is $U_{pq}f_q-f_pU_{pq}$, with $U=\delta\varphi+K\delta\gamma$. For time dependence $e^{-i\omega t}$ the left side becomes $\omega\,\delta\gamma_{pq}$, and

$$(\omega-\varepsilon_p+\varepsilon_q)\,\delta\gamma_{pq}
=(f_q-f_p)\,[\delta\varphi+K\delta\gamma]_{pq}.\tag{10}$$

Division by the bracket on the left gives (6). The two equations have the same unknowns, the same kernel and the same source, so they define the same $R(\omega)$ at complex frequency.

When $p$ and $q$ are both occupied or both empty, the right side of (10) vanishes. A free oscillation at $\omega=\varepsilon_p-\varepsilon_q$ might then seem possible. It is excluded because the state remains a determinant, for which $\gamma^2=\gamma$. To first order,

$$\delta\gamma\,\gamma_0+\gamma_0\,\delta\gamma=\delta\gamma
\quad\Rightarrow\quad (f_p+f_q-1)\,\delta\gamma_{pq}=0 ,$$

so these blocks are zero. This agrees with the vanishing numerator in (6).

For a potential acting at one time, the Hartree-Fock Bethe-Salpeter equation and linearized TDHF define the same response $R(\omega)$ at complex frequency. It remains to compare their real-frequency forms, derive the poles and polarizability, test the agreement on F₂, and see what changes when the kernel is altered or the determinant is unstable.
